# Matching rules at an abrupt mass step in von Roos operators

**Q.** An envelope function $\psi(x)$ crosses a junction where the effective mass jumps from $m_1$ to $m_2\ne m_1$. The von Roos kinetic operator is Hermitian for any exponents summing to $-1$. Why not insert the step and read off the matching rules?

**A.** The operator is

$$T=\tfrac14\left[m^\alpha p\,m^\beta p\,m^\gamma+m^\gamma p\,m^\beta p\,m^\alpha\right],\qquad \alpha+\beta+\gamma=-1,$$

with $p=-i\hbar\,d/dx$ and real exponents. For constant mass it is $p^2/2m$. It differentiates both $m^\gamma\psi$ and $m^\alpha\psi$. If both are continuous at the step, with one-sided values $\psi_1,\psi_2$, then

$$m_1^\alpha\psi_1=m_2^\alpha\psi_2,\qquad m_1^\gamma\psi_1=m_2^\gamma\psi_2 .$$

If $\psi_1\neq0$, division gives $(m_1/m_2)^{\alpha-\gamma}=1$, hence $\alpha=\gamma$. Otherwise either $\psi$ vanishes at the step, or a jump is differentiated. The resulting delta function is in general multiplied by powers of $m$ that jump at the same point, and such a product has no value until one says how the step is reached.

**Q.** Then say how it is reached, and what would count as a well-defined problem.

**A.** Let the mass change smoothly in a layer $0<x<w$, with $m=M(s)$, $s=x/w$ and a fixed positive shape $M$. The potential $V$ stays bounded. I call the abrupt problem well-defined if, as $w\to0$, the Hamiltonians keep a lower bound independent of $w$ and converge to a limit independent of the shape.

**Q.** You still have two differently weighted derivatives. How do you compare them?

**A.** Through the kinetic energy. Integrating by parts once, for $\psi$ vanishing at infinity,

$$\langle\psi,T\psi\rangle=\frac{\hbar^2}{4}\int m^\beta\left[(m^\alpha\psi^*)'(m^\gamma\psi)'+(m^\gamma\psi^*)'(m^\alpha\psi)'\right]dx .$$

Split the exponents into mean and half-difference, $\sigma=(\alpha+\gamma)/2$ and $\delta=(\alpha-\gamma)/2$, and set $\chi=m^\sigma\psi$, $u=m'/m$. Then $m^\alpha\psi=m^\delta\chi$, $m^\gamma\psi=m^{-\delta}\chi$, and

$$(m^{\pm\delta}\chi)'=m^{\pm\delta}(\chi'\pm\delta u\chi).$$

The powers $m^{\pm\delta}$ cancel in each product. The first product is

$$(\chi'^*+\delta u\chi^*)(\chi'-\delta u\chi)=|\chi'|^2-\delta^2u^2|\chi|^2+\delta u(\chi^*\chi'-\chi'^*\chi).$$

The second has $\delta\to-\delta$, so its last term has the opposite sign. The sum gives

$$\langle\psi,T\psi\rangle=\frac{\hbar^2}{2}\int m^\beta\left[|\chi'|^2-\delta^2u^2|\chi|^2\right]dx .\tag{1}$$

Since $\beta+2\sigma=-1$, the last term equals $-(\hbar^2/2)\delta^2(m'^2/m^3)|\psi|^2$. For a smooth mass, therefore,

$$T_{\alpha\beta\gamma}=T_{\sigma\beta\sigma}-\frac{\hbar^2}{8}(\alpha-\gamma)^2\frac{m'^2}{m^3}.\tag{2}$$

Unequal outer exponents are equal ones plus an attractive potential located where the mass varies. At a step $m'$ becomes a delta function, and this potential formally contains its square. A symbolic expansion of the original operator confirms (2).

**Q.** Suppose $\alpha=\gamma$, so the extra term is absent. The mass still jumps. Why is that harmless?

**A.** Now $\sigma=\alpha$, and the Schrödinger equation is

$$-\frac{\hbar^2}{2}m^\alpha(m^\beta\chi')'+(V-E)m^{-\alpha}\chi=0 .$$

With $\eta=m^\beta\chi'$ it becomes

$$\chi'=m^{-\beta}\eta,\qquad \eta'=\frac{2}{\hbar^2}m^{-2\alpha}(V-E)\chi .\tag{3}$$

No derivative of the mass appears. The coefficients are bounded by a constant independent of $w$, so $\chi$ and $\eta$ change only by $O(w)$ across the layer, whatever its shape. In the limit both are continuous. On either side of the step $m$ is constant, so $\eta=m^{\alpha+\beta}\psi'$, and $\alpha+\beta=-1-\alpha$. The matching rules are

$$m_1^\alpha\psi_1=m_2^\alpha\psi_2,\qquad m_1^{-1-\alpha}\psi_1'=m_2^{-1-\alpha}\psi_2' .\tag{4}$$

The argument also holds at complex $E$. The solutions decaying to the left and to the right, from which the Green function is built, then converge as well, so the Hamiltonian has a limit and not merely its scattering states. By (1) with $\delta=0$ the kinetic energy is non-negative for every $w$, so the lower bound of $V$ bounds all these Hamiltonians, and their limit, from below.

**Q.** For $\alpha\ne0$ your $\psi$ jumps. Does that not break current conservation?

**A.** No. Because $m^\alpha m^{\alpha+\beta}=m^{-1}$ for equal outer exponents,

$$j=\frac{\hbar}{m}\,\mathrm{Im}(\psi^*\psi')=\hbar\,\mathrm{Im}(\chi^*\eta),$$

and both factors on the right are continuous. The kinetic energy is finite too, since it contains the derivative of $\chi$ and not that of $\psi$ alone.

I integrated the original equation for $\psi$ through a smooth layer with $m_2/m_1=2$ and $w=0.001$ nm. For $\alpha=-\tfrac14$ the ratios across it were $\psi_2/\psi_1=1.1892$ and $\psi_2'/\psi_1'=1.6818$. Rules (4) give $2^{1/4}$ and $2^{3/4}$, the same numbers.

**Q.** So every equal-exponent ordering is allowed. Do they differ in anything measurable?

**A.** Yes, within this one-band model. Send a wave from side 1, with $\chi=e^{ik_1x}+re^{-ik_1x}$ on the left and $te^{ik_2x}$ on the right. With $Z_i=m_i^\beta k_i$, continuity of $\chi$ and $\eta$ gives

$$1+r=t,\qquad Z_1(1-r)=Z_2t .$$

Eliminating $t$ gives $r=(Z_1-Z_2)/(Z_1+Z_2)$. The reflected and transmitted fractions of the current are

$$R=\left(\frac{Z_1-Z_2}{Z_1+Z_2}\right)^2,\qquad 1-R=\frac{4Z_1Z_2}{(Z_1+Z_2)^2}.$$

Take round model parameters: masses 0.05 and 0.10 $m_e$, a potential step of 0.2 eV and an incident energy of 0.3 eV. Then $k_1=0.6275$ and $k_2=0.5123$ nm$^{-1}$. For BenDaniel-Duke, $\alpha=0$ and $\beta=-1$. With masses in units of $m_e$,

$$Z_1=\frac{0.6275}{0.05}=12.55,\quad Z_2=\frac{0.5123}{0.10}=5.12\ \text{nm}^{-1},\quad R=\left(\frac{7.43}{17.67}\right)^2=0.177 .$$

Mustafa-Mazharimousavi ($\alpha=-\tfrac14$) gives $R=0.072$, and Zhu-Kroemer ($\alpha=-\tfrac12$) gives $R=0.010$.

Without a potential step, $k_i\propto\sqrt{m_i}$ and $Z_2/Z_1=(m_2/m_1)^{\beta+1/2}$. The ordering with $\beta=-\tfrac12$ then reflects nothing. BenDaniel-Duke and Zhu-Kroemer have inverse ratios $Z_2/Z_1$ and hence equal $R$, so that experiment could not tell them apart.

**Q.** And a bound level?

**A.** Consider a well of width $L$ with mass $m_w$ inside, $m_b$ outside and barrier height $V_0$. An even state has $\chi=\cos kx$ inside and $\chi=Be^{-\kappa(x-L/2)}$ to the right, where $k=\sqrt{2m_wE}/\hbar$ and $\kappa=\sqrt{2m_b(V_0-E)}/\hbar$. The rules give $\cos(kL/2)=B$ and $m_w^\beta k\sin(kL/2)=m_b^\beta\kappa B$. Dividing,

$$m_w^\beta k\tan(kL/2)=m_b^\beta\kappa .$$

For $L=10$ nm, $V_0=0.2$ eV, the lighter mass inside and the heavier outside, the lowest levels are 31.7, 38.2 and 44.5 meV for $\alpha=0,-\tfrac14,-\tfrac12$. The order follows from writing the condition as $k\tan(kL/2)=2^\beta\kappa$. On the lowest branch the left side rises with $E$ and the right side falls, so a larger $\beta$ moves the crossing up. Diagonalizing the original operator on a grid, extrapolated to zero spacing, reproduces the three levels to within 0.01 meV.

Thus $\alpha=\gamma$ makes the step meaningful but does not choose $\alpha$. That needs information from outside the one-band operator.

**Q.** Now the other case. An attractive delta function in one dimension is perfectly respectable. Why should your extra potential with $\alpha\neq\gamma$ do damage?

**A.** Because its area grows. It has height of order $1/w^2$ on a width $w$, hence area of order $1/w$. A trial state shows the consequence. Set $\chi=1$ in the layer, $e^{qx/w}$ to its left and $e^{-q(x-w)/w}$ to its right, with $q>0$. The left tail contributes

$$m_1^\beta\left(\frac qw\right)^2\int_{-\infty}^0e^{2qx/w}dx=\frac{m_1^\beta q}{2w}$$

to the integral in (1), and the right tail gives the same with $m_2$. In the layer $\chi'=0$ and $u=w^{-1}\,d\ln M/ds$. Thus

$$\langle\psi,T\psi\rangle=\frac{\hbar^2}{2w}\left[\frac{(m_1^\beta+m_2^\beta)q}{2}-\delta^2I\right],\quad I=\int_0^1M^\beta\left(\frac{d\ln M}{ds}\right)^2ds .$$

Since $m_1\ne m_2$, $I>0$, and a small enough fixed $q$ makes the bracket negative. The norm is

$$\int m^{-2\sigma}|\chi|^2dx=w\left[\frac{m_1^{-2\sigma}+m_2^{-2\sigma}}{2q}+\int_0^1M^{-2\sigma}ds\right].$$

Energy divided by norm is therefore $-C/w^2$ with $C>0$. Adding $V$ raises it by at most $\sup V$, so the lowest energy obeys

$$E_0\le-\frac{C}{w^2}+\sup V .\tag{5}$$

It has no lower bound as $w\to0$, however small $\alpha-\gamma\ne0$ is. The Hamiltonians therefore keep no lower bound independent of $w$, and this already excludes every unequal pair.

**Q.** Is that a real level or a crude estimate?

**A.** A variational energy is an upper bound, so the true level lies at or below it. Take Gora-Williams, $\alpha=-1$, $\beta=\gamma=0$, with the same two masses, no potential and $\ln M=\ln m_1+\Lambda(10s^3-15s^4+6s^5)$, where $\Lambda=\ln(m_2/m_1)$. The bound is $E_0w^2\le-3.46$ meV nm$^2$, and integrating the wave equation gives $-3.75$ meV nm$^2$. With $V=0$ the substitution $x=ws$ shows that the energy scales as $1/w^2$. The level is at $-15$ meV for $w=0.5$ nm and at $-375$ meV for $w=0.1$ nm.

**Q.** Then discard that deep state as unphysical and keep the rest.

**A.** Look at what the rest does at fixed energy. For general exponents the wave equation is

$$(m^\beta\chi')'+\delta^2u^2m^\beta\chi=\frac{2}{\hbar^2}m^{-2\sigma}(V-E)\chi .$$

In the variable $s$ the right side is multiplied by $w^2$, while the left side keeps its size. To leading order the layer is governed by

$$\chi_s=M^{-\beta}\zeta,\qquad \zeta_s=-\delta^2\left(\frac{M_s}{M}\right)^2M^\beta\chi,\qquad \zeta=w\eta .\tag{6}$$

Its solution from $s=0$ to $s=1$ is a real matrix with rows $(a,b)$ and $(c,d)$. The system has zero trace, so $ad-bc=1$. Returning to $\eta=\zeta/w$,

$$\chi_2=a\chi_1+wb\,\eta_1,\qquad \eta_2=\frac cw\chi_1+d\,\eta_1 .$$

If $c\neq0$ and the solution stays bounded on both sides, the second relation gives $\chi_1=w(\eta_2-d\eta_1)/c\to0$, and the first then gives $\chi_2\to0$. The step has become an impenetrable wall.

**Q.** You assumed boundedness. Show it for an incoming wave.

**A.** Invert the relations: $\chi_1=d\chi_2-wb\eta_2$ and $\eta_1=-(c/w)\chi_2+a\eta_2$. Insert $\chi_2=t$, $\eta_2=iZ_2t$, $\chi_1=1+r$ and $\eta_1=iZ_1(1-r)$. Adding $\chi_1$ and $\eta_1/(iZ_1)$ removes $r$:

$$2=t\left[d+\frac{aZ_2}{Z_1}+i\left(\frac{c}{wZ_1}-wbZ_2\right)\right].$$

For small $w$ the term with $c/w$ dominates, so $t\simeq-2iwZ_1/c$ and $r\to-1$. The transmitted fraction of the current is

$$\frac{Z_2}{Z_1}|t|^2\simeq\frac{4Z_1Z_2w^2}{c^2}.\tag{7}$$

For Gora-Williams in the scattering example above, with the same smooth shape, $Z_i=k_i$ and $c=-0.169$. At $w=0.001$ nm,

$$\frac{4(0.6275)(0.5123)(10^{-6})}{(0.169)^2}=4.5\times10^{-5},$$

which agrees with direct integration. Li-Kuhn, $\alpha=0$ and $\beta=\gamma=-\tfrac12$, gives $7.0\times10^{-4}$ both ways.

At $w=1$ nm, however, the transmissions are 0.965 and 0.930. The reflecting term takes over when $|c|/w$ exceeds $|dZ_1+aZ_2|$, and the wall becomes complete only for much smaller $w$. With $a$ and $d$ of order one, this means $w$ below roughly 0.15 nm for Gora-Williams and 0.04 nm for Li-Kuhn. A real interface has at least atomic width, so these tiny widths examine the mathematical limit and do not describe a device. With $\alpha\ne\gamma$ a smooth layer of finite width is a legitimate model, but its width and shape are then part of the model.

**Q.** My numerical code has an abrupt mass and no layer. It returns finite numbers for any exponents.

**A.** Refine the grid. Take the 10 nm well with Gora-Williams exponents and a three-point difference scheme for the operator, with each interface midway between grid points. Spacings of 0.02, 0.01 and 0.005 nm give lowest levels of $-4.4$, $-18.0$ and $-72.5$ eV. The depths themselves depend on the discretization, which plays the part of the layer shape. Each halving multiplies the depth by about four, as in (5) with the spacing in the role of $w$.

There are two interfaces, and trial states localized at each give two falling levels. The third level stays finite: 81.2, 78.0 and 76.5 meV. Linear extrapolation gives 75.1 meV. If the interfaces become walls, the lowest ordinary level should be that of a hard-wall well,

$$\frac{\hbar^2\pi^2}{2m_wL^2}=\frac{0.0381\ \text{eV nm}^2}{0.05}\left(\frac{\pi}{10\ \text{nm}}\right)^2=75.2\ \text{meV}.$$

The barrier height no longer enters this level. It is the lowest ordinary level as long as the states outside the well, which start at $V_0$, lie above it, as they do for $V_0=0.2$ eV.

**Q.** Everything at fixed energy rested on $c\ne0$. Can $c$ vanish?

**A.** Not for a weak layer. Start (6) with $\chi=1$, $\zeta=0$, so that $c=\zeta(1)$. As long as $\chi$ has no zero in the layer, $\zeta_s\le0$, and it is negative wherever the mass varies. Hence $c<0$.

A strong layer can be exceptional. Let $\ln M$ be linear in $s$, so $M_s/M=\Lambda$. Then (6) becomes

$$\chi_{ss}+\beta\Lambda\chi_s+\delta^2\Lambda^2\chi=0 .$$

Put $\chi=e^{-\beta\Lambda s/2}f$. This removes the first derivative and leaves $f_{ss}+\Omega^2f=0$ with $\Omega=\Lambda\sqrt{\delta^2-\beta^2/4}$. The initial values $f(0)=1$ and $f_s(0)=\beta\Lambda/2$ give

$$f=\cos\Omega s+\frac{\beta\Lambda}{2\Omega}\sin\Omega s .$$

In $\chi_s=e^{-\beta\Lambda s/2}(f_s-\beta\Lambda f/2)$ the cosines cancel. The sine has coefficient $-(\Omega^2+\beta^2\Lambda^2/4)/\Omega=-\delta^2\Lambda^2/\Omega$. Multiplying by $M^\beta$ at $s=1$,

$$c=-m_1^\beta\delta^2\Lambda^2e^{\beta\Lambda/2}\,\frac{\sin\Omega}{\Omega}.$$

This vanishes at real $\Omega=n\pi$ with $n\neq0$. There $a=(-1)^ne^{-\beta\Lambda/2}$ and $d=1/a$, so the limiting rule is $\chi_2=a\chi_1$, $\eta_2=\eta_1/a$, and the wave gets through. For Gora-Williams the first such mass ratio is $e^{2\pi}\approx535$.

**Q.** Then at that ratio you do have a matching rule with $\alpha\ne\gamma$.

**A.** It belongs to the layer shape, not to the step. Keep $\beta=0$ and $|\delta\Lambda|=\pi$, but let half of the change in $\ln M$ occur in the first third of the layer and half in the last third, with constant mass between. In the outer thirds $\chi$ oscillates with wavenumber $\nu=3\pi/2$, hence through a phase $\pi/2$ in each. Starting from $(\chi,\chi_s)=(1,0)$, the three thirds give in turn

$$(0,-\nu),\qquad \left(-\frac{\pi}{2},-\nu\right),\qquad \left(-1,\frac{\nu\pi}{2}\right).$$

Now $c=\nu\pi/2=3\pi^2/4\ne0$. The same masses and exponents give a wall. The falling level (5) is present for both shapes.

**Q.** Could I subtract the singular potential, or simply postulate a matching rule?

**A.** Either is possible, but neither rescues the original operator. Subtracting the extra term in (2) leaves $T_{\sigma\beta\sigma}$, which has equal outer exponents. One may also postulate that $(\chi,\eta)$ is multiplied at the step by any real matrix of determinant one. This preserves $\mathrm{Im}(\chi^*\eta)$ and hence the current, but the matrix elements are new interface parameters that $\alpha,\beta,\gamma$ do not supply.

In the sense fixed at the start, the abrupt step is therefore well-defined if and only if $\alpha=\gamma$, the Morrow-Brownstein condition, and its matching rules are (4). The numerical output lists the values used here.

## Computed values

```
hbar^2/(2 m_e) = 0.038100 eV nm^2
masses 0.05 and 0.1 m_e; offset 0.2 eV; well width 10.0 nm
incident energy 0.3 eV; k1 = 0.62746, k2 = 0.51232 nm^-1
BenDaniel-Duke: alpha = gamma = 0.0, beta = -1.0
  Z1 = 12.5491, Z2 = 5.1232 nm^-1 (mass in m_e)
  step: transmission 0.823429, reflection 0.176571
  smooth layer w = 1, 0.1, 0.05 nm: transmission 0.830781, 0.823503, 0.823447
  w = 0.001 nm: psi2/psi1 = 1.0000, psi2'/psi1' = 2.0000
  well level: matching 31.720 meV, grid limit 31.721 meV
Mustafa-Mazharimousavi: alpha = gamma = -0.25, beta = -0.5
  Z1 = 2.8061, Z2 = 1.6201 nm^-1 (mass in m_e)
  step: transmission 0.928203, reflection 0.071797
  smooth layer w = 1, 0.1, 0.05 nm: transmission 0.931476, 0.928237, 0.928212
  w = 0.001 nm: psi2/psi1 = 1.1892, psi2'/psi1' = 1.6818
  well level: matching 38.152 meV, grid limit 38.152 meV
Zhu-Kroemer: alpha = gamma = -0.5, beta = 0.0
  Z1 = 0.6275, Z2 = 0.5123 nm^-1 (mass in m_e)
  step: transmission 0.989795, reflection 0.010205
  smooth layer w = 1, 0.1, 0.05 nm: transmission 0.990053, 0.989797, 0.989796
  w = 0.001 nm: psi2/psi1 = 1.4142, psi2'/psi1' = 1.4142
  well level: matching 44.547 meV, grid limit 44.547 meV
Gora-Williams: alpha = -1.0, beta = 0.0, gamma = 0.0; c = -0.16907 (mass in m_e)
  transmission at w = 1, 0.1, 0.01, 0.001 nm: 9.650e-01, 3.089e-01, 4.478e-03, 4.498e-05
  w^2 law at 0.001 nm: 4.498e-05
Li-Kuhn: alpha = 0.0, beta = -0.5, gamma = -0.5; c = -0.16131 (mass in m_e)
  transmission at w = 1, 0.1, 0.01, 0.001 nm: 9.299e-01, 8.192e-01, 6.499e-02, 6.983e-04
  w^2 law at 0.001 nm: 6.989e-04
Gora-Williams, single smooth layer without offset:
  bound level times w^2 = -3.7475 meV nm^2; trial bound -3.4557 meV nm^2
  at w = 0.5 nm: scaled -14.990 meV, grid -14.978 meV
  at w = 0.1 nm: -374.75 meV
  abrupt well, grid 0.02 nm: lowest -4.419 eV, third 81.181 meV
  abrupt well, grid 0.01 nm: lowest -18.026 eV, third 77.965 meV
  abrupt well, grid 0.005 nm: lowest -72.454 eV, third 76.533 meV
  third level, grid limit 75.102 meV; hard-wall well 75.206 meV
linear ln m, beta = 0, delta = 0.5: first resonance at mass ratio 535.49, a = -1.0000
linear ln m, beta = 1, delta = 1.0: first resonance at mass ratio 37.62, a = -0.1630
```
